\section*{Anti-Bragg X-ray intensity while one crystal layer fills}

\section*{Problem}

A crystal fills the half-space below its surface. Its lattice is primitive cubic with spacing $a$, and its complete layers lie at $z=-na$, with $n=0,1,2,\dots$ A new layer is being deposited at $z=+a$, where a fraction $\theta$ of the lattice sites is occupied by cells identical to those below. X-rays are reflected specularly, so the momentum transfer $q$ is along the surface normal. Each cell scatters with amplitude $f$, and a cell at height $z$ contributes $f e^{iqz}$. Write $\varphi=qa$. Bragg reflections lie at $\varphi=2\pi m$ with integer $m$; the anti-Bragg point studied here is $\varphi=\pi$.

Assume single scattering and weak absorption. The new layer has the bulk spacing and the bulk thermal vibration, the starting surface is flat, and no cell settles on the new layer before it is complete. The islands are much smaller than the distance over which the measurement adds amplitudes.

\begin{enumerate}
\item[(a)] Find the amplitude of the bare crystal per surface site.
\item[(b)] Find the coherent intensity for any $\varphi$ away from a Bragg point and any $\theta$.
\item[(c)] Specialise to $\varphi=\pi$. At what coverage is the intensity smallest, how small is it, and what happens when the layer is completed?
\item[(d)] Where does the intensity missing from the specular beam go, and what must the measurement resolve for the loss to be seen?
\item[(e)] Apply the result to strontium titanate growing on itself in whole unit cells. Take $a=0.39$ nm, a photon energy of 10 keV, an attenuation length $\Lambda=40\ \mu$m and a constant deposition rate of one layer in $\tau=50$ s. Estimate what the assumptions leave out.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] At $\varphi=\pi$ the layer sum is $1-1+1-\cdots$, which has no limit as it stands. Let each deeper layer be slightly weaker, sum the series, and then remove the weakening.
\item[(b)] Coherent intensity is the squared modulus of the laterally averaged amplitude. Average first, square afterwards.
\item[(c)] Compare the amplitude of one full layer with that of the whole substrate.
\item[(d)] Consider a single column of cells, first bare and then covered. What is its intensity in each case?
\item[(e)] For specular reflection $q=2k\sin\alpha$, where $k$ is the wavenumber and $\alpha$ the angle between beam and surface.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The bare crystal}

Let absorption reduce the amplitude by a factor $e^{-\varepsilon}$ for each layer of depth, with $\varepsilon>0$. The layer at $z=-na$ has phase factor $e^{-in\varphi}$, so the amplitude per site, in units of $f$, is a convergent geometric series:
\begin{equation}
S=\sum_{n=0}^{\infty}e^{-n(\varepsilon+i\varphi)}
=\frac{1}{1-e^{-\varepsilon-i\varphi}}
\;\longrightarrow\;\frac{1}{1-e^{-i\varphi}}
\qquad(\varepsilon\to0).
\end{equation}
The limit exists away from the Bragg points. At $\varphi=\pi$ we have $e^{-i\pi}=-1$, and therefore $S=1/2$. Neighbouring layers oppose each other, and what survives of the whole crystal is half the amplitude of one layer.

\subsection*{(b) Adding the partial layer}

Let $c_j$ be 1 if site $j$ of the new layer is occupied and 0 if it is empty. The column of cells at that site has amplitude
\begin{equation}
A_j=f\left(S+c_j e^{i\varphi}\right).
\end{equation}
The sign of the new phase is positive because the layer lies above $z=0$. In the specular direction there is no lateral phase, so the amplitudes of all columns add directly. The mean of $c_j$ is $\theta$, and the mean amplitude per site is
\begin{align}
\frac{\langle A\rangle}{f}
&=\frac{1}{1-e^{-i\varphi}}+\theta e^{i\varphi}
=\frac{1+\theta e^{i\varphi}\left(1-e^{-i\varphi}\right)}{1-e^{-i\varphi}}\nonumber\\
&=\frac{1-\theta+\theta e^{i\varphi}}{1-e^{-i\varphi}}.
\end{align}
The numerator has a direct meaning. A fraction $1-\theta$ of the surface ends at height zero, and a fraction $\theta$ is the same crystal raised by one layer, which multiplies its amplitude by $e^{i\varphi}$.

The squared modulus of the numerator is
\begin{align}
\left|1-\theta+\theta e^{i\varphi}\right|^2
&=(1-\theta)^2+\theta^2+2\theta(1-\theta)\cos\varphi\nonumber\\
&=1-2\theta(1-\theta)(1-\cos\varphi)\nonumber\\
&=1-4\theta(1-\theta)\sin^2(\varphi/2).
\end{align}
The second line uses $(1-\theta)^2+\theta^2=1-2\theta(1-\theta)$, and the third uses $1-\cos\varphi=2\sin^2(\varphi/2)$. The same identity turns the squared denominator, $2-2\cos\varphi$, into $4\sin^2(\varphi/2)$. The coherent intensity per site squared is then
\begin{equation}
I(\varphi,\theta)=|f|^2\,
\frac{1-4\theta(1-\theta)\sin^2(\varphi/2)}{4\sin^2(\varphi/2)} .
\label{eq:general}
\end{equation}

At fixed $\varphi$ the product $\theta(1-\theta)$ is largest at $\theta=1/2$, where it equals $1/4$. The minimum therefore lies at half coverage, with
\begin{equation}
\frac{I(\varphi,1/2)}{I(\varphi,0)}=1-\sin^2(\varphi/2)=\cos^2(\varphi/2).
\label{eq:min}
\end{equation}
Close to a Bragg point this ratio tends to 1: bare and covered regions scatter nearly in phase, and the reflection hardly notices the new layer. The divergence of (\ref{eq:general}) at the Bragg point itself comes from the limit $\varepsilon\to0$. With absorption kept, $S\approx1/\varepsilon$ there, and single scattering fails unless the reflectivity this gives is small compared with one.

\subsection*{(c) The anti-Bragg point}

Setting $\varphi=\pi$ gives
\begin{equation}
\frac{\langle A\rangle}{f}=\frac12-\theta,
\qquad
I=\frac{|f|^2}{4}(1-2\theta)^2 .
\label{eq:anti}
\end{equation}
The coherent intensity vanishes at $\theta=1/2$. Half a layer, with phase factor $-1$, cancels a substrate that scatters like half a layer with phase factor $+1$. By (\ref{eq:min}), a complete zero requires $\cos(\varphi/2)=0$, which singles out the anti-Bragg points.

Beyond half coverage the new layer outweighs the substrate. At $\theta=1$ the amplitude is $-f/2$, so the intensity has returned to its initial value while the amplitude has changed sign. The sign records that the surface is now one layer higher.

If a further layer of coverage $\theta'$ then begins, its phase factor is $e^{2i\pi}=+1$ and the amplitude is $f(-1/2+\theta')$. The intensity falls again. Its slope with respect to coverage, in units of the initial intensity, is $-4(1-2\theta)=+4$ just before completion and $-4$ just after, so the ideal curve has a sharp cusp at each full layer.

Weak absorption does not spoil the recovery. The completed layer attenuates everything below it, which changes the substrate term to $e^{-\varepsilon}S$. With $S=1/(1+e^{-\varepsilon})$, the total is
\begin{equation}
e^{-\varepsilon}S-1=\frac{e^{-\varepsilon}-1-e^{-\varepsilon}}{1+e^{-\varepsilon}}=-S ,
\end{equation}
which has the modulus of the bare crystal, as it must for a semi-infinite crystal with one more layer.

\subsection*{(d) The missing intensity}

At $\varphi=\pi$ a bare column has amplitude $+f/2$ and a covered one $-f/2$. Each has intensity $|f|^2/4$. Deposition changes the signs of columns, not their moduli, so at fixed $q$ it can redistribute intensity among in-plane momentum transfers but cannot change their sum.

To see this in detail, take $N$ sites with periodic boundaries and let $\mathbf Q$ be the momentum transfer parallel to the surface. There are $N$ distinct values of $\mathbf Q$ in the surface Brillouin zone. If the sites are filled independently, terms with $i\neq j$ in the double sum for the intensity factorise into mean amplitudes. Adding and subtracting the corresponding $i=j$ terms gives
\begin{equation}
\left\langle\Big|\sum_j A_j e^{-i\mathbf Q\cdot\mathbf r_j}\Big|^2\right\rangle
=N^2|\langle A\rangle|^2\delta_{\mathbf Q,0}
+N\left(\langle|A|^2\rangle-|\langle A\rangle|^2\right).
\end{equation}
The first term is the coherent beam. The second is diffuse scattering, and since $c_j^2=c_j$ its bracket is $|f|^2(\theta-\theta^2)$. Summing over the $N$ values of $\mathbf Q$ at fixed $q=\pi/a$ and dividing by $N^2|f|^2$ gives
\begin{equation}
\left(\tfrac12-\theta\right)^2+\theta(1-\theta)=\tfrac14 .
\end{equation}
At $\theta=0.3$ the coherent share is 0.04 and the diffuse share 0.21; at half coverage they are 0 and 0.25. What vanishes is the coherent beam, not the scattering.

The measurement must separate the two. Islands with a typical spacing $D$ concentrate the diffuse scattering near $|\mathbf Q|=2\pi/D$, so a detector that accepts this range collects much of the missing intensity again, and one that accepts several times this range collects nearly all of it. This assumes that all these directions share nearly the same $q$. At fixed incidence, with wavenumber $k$, that needs $2\pi/D$ small compared with $q^2/8k$; for closer islands the exit angle, and with it $q$ and $f$, changes across the diffuse pattern, part of the pattern falls below the surface horizon, and the collected power no longer equals the missing one. In real space, such a detector adds amplitudes only within patches smaller than $D$. In the extreme case each patch is wholly bare or wholly covered, and the intensities add:
\begin{equation}
(1-\theta)\frac{|f|^2}{4}+\theta\frac{|f|^2}{4}=\frac{|f|^2}{4}.
\end{equation}
The signal is then independent of coverage, and neither the zero nor the recovery is seen.

\subsection*{(e) Strontium titanate}

This crystal is not an element on a simple cubic lattice. It has a primitive cubic lattice with several atoms in each cell, and $f$ is the amplitude of the whole cell. It cancels from $I(\theta)/I(0)$ provided that the new layer consists of whole cells.

The wavenumber at 10 keV is $k=50.68\ \mathrm{nm}^{-1}$. The anti-Bragg condition gives
\begin{equation}
q=\frac{\pi}{0.39\ \mathrm{nm}}=8.055\ \mathrm{nm}^{-1},\qquad
\sin\alpha=\frac{8.055}{2\times50.68},\qquad \alpha=4.56^\circ .
\end{equation}
With a constant rate, $\theta=t/\tau$. Equation (\ref{eq:anti}) gives $I/I(0)=1$, 0.25, 0, 0.25 and 1 at $t=0$, 12.5, 25, 37.5 and 50 s. The signal is below one percent of its initial value when $|1-2\theta|<0.1$, which means $0.45<\theta<0.55$, a window of $0.10\times50\ \mathrm{s}=5$ s.

\paragraph{Absorption and multiple scattering.} Reaching one layer deeper adds a path $2a/\sin\alpha$, in and out. Intensity decays as $e^{-\text{path}/\Lambda}$ and amplitude at half that rate, so $\varepsilon=a/(\Lambda\sin\alpha)=1.2\times10^{-4}$. Expanding $S=1/(1+e^{-\varepsilon})\approx1/2+\varepsilon/4$ gives 0.50003 in place of 0.5.

To include refraction and multiple scattering, treat each atomic plane as a thin sheet with $\sigma$ electrons per area. For polarisation parallel to the surface the field obeys $\psi''+[(q/2)^2-4\pi r_e\sigma\,\delta(z)]\psi=0$, where $r_e$ is the classical electron radius. Continuity of $\psi$ gives $t=1+r$ for the transmitted and reflected amplitudes, and the jump of $\psi'$ gives $iqr=4\pi r_e\sigma t$. Hence
\begin{equation}
r=\frac{-ig}{1+ig},\qquad t=\frac{1}{1+ig},\qquad g=\frac{4\pi r_e\sigma}{q}.
\end{equation}
If the crystal below returns an amplitude $X$, including the phase and loss of the gap, repeated reflections form a geometric series, and the total is $r+t^2X/(1-rX)$. This rule was iterated numerically from the depth upwards, with SrO and TiO$_2$ planes $a/2$ apart, every electron counted as if its atom were a point, and the partial layer given $\theta\sigma$ and $\theta\varepsilon$. The intensity left at half coverage is $2\times10^{-6}$ of the initial one. This figure belongs to a layer smeared into a uniform sheet, which suits very small islands. For wide islands a covered region is the bare crystal raised by $a$, its amplitude is the bare one times $e^{iqa}=-1$ to all orders, and the remainder tends to zero; ``wide'' means that $2\pi/D$ is small compared with $q^2/8k=0.16\ \mathrm{nm}^{-1}$, the in-plane transfer along the beam that sends a scattered wave along the surface. Islands 50 nm apart leave less than $10^{-7}$; for spacings of 40 nm and below the remainder can be as large as the figure given. The bare reflectivity is about $7\times10^{-7}$, so single scattering is a sound starting point here. Real atoms are extended and scatter less at this $q$, so this reflectivity is a rough figure.

\paragraph{Detector and islands.} Let the detector accept 1 mrad in both directions. Across the beam this covers $\Delta Q=k\times10^{-3}=0.051\ \mathrm{nm}^{-1}$; along it the factor $\sin\alpha$ reduces the range to $0.0040\ \mathrm{nm}^{-1}$. The corresponding lengths $2\pi/\Delta Q$ are 124 nm and 1560 nm. Take islands 128 cells, or 49.9 nm, apart. A model surface was made from a square array of round islands, each displaced at random by up to a fifth of the spacing in each direction, with a common radius that gives half coverage. Its numerical Fourier transform has its strongest diffuse peak at $0.126\ \mathrm{nm}^{-1}$, outside the detector range. When amplitudes on this surface are added only within square patches and the patch intensities are averaged, patches 1.56 nm wide leave 95\% of the initial signal, while patches 200 nm wide leave less than one percent. The exact remainder depends on how the patch edges cut the islands and on how regular the array is. Here the patch spans exactly four spacings of a nearly ordered array; islands placed at random leave a few percent in patches of this size.

\paragraph{Comparison with real growth.} The lattice spacing, attenuation length and expansion coefficient used here are rough typical values; the growth rate and island spacing are chosen. Heating by 700 K with an expansion coefficient of $10^{-5}\ \mathrm{K}^{-1}$ raises $a$ by 0.7\%. If $q$ stays at its room-temperature setting, then $\varphi=1.007\pi$, and (\ref{eq:min}) leaves $1.2\times10^{-4}$ at half coverage. An extra vibration of $u=0.01$ nm rms in the new layer multiplies its amplitude by $e^{-q^2u^2/2}$ and leaves about $10^{-5}$ at half coverage. The zero is only moved, to $\theta=0.502$, while the completed layer returns 0.987 of the initial intensity. These figures give the extra vibration to the new layer alone. If whichever layer is on top carries it, a covered region is again the bare crystal raised by $a$, and the zero at $\theta=1/2$ and the recovery are exact. A far larger change comes from cells that settle on the new layer too early. Suppose that one full layer has been deposited, but 0.05 of it sits in the second layer. The second layer has phase factor $+1$, so
\begin{equation}
\frac{\langle A\rangle}{f}=\frac12-0.95+0.05=-0.40,\qquad
\frac{I}{I(0)}=\left(\frac{0.40}{0.50}\right)^2=0.64 .
\end{equation}
A misplaced twentieth of a layer removes about a third of the recovered intensity.

The flat starting surface is also an idealisation. One terrace spans the 1560 nm coherence length along the beam only if the miscut in that direction is below $0.014^\circ$, and a real substrate may well exceed this; across the beam the length is 124 nm and the limit is $0.18^\circ$. Steps give each column a factor $(-1)^h$, where $h$ is the terrace height in layers, and a regular staircase splits the specular rod into several. If every site has the same chance $\theta$ of being covered, wherever it lies on its terrace, the mean amplitude of each column is still proportional to $1/2-\theta$. Each split rod then follows $(1-2\theta)^2$; when the splitting exceeds the detector opening, the detector must be set on one of them. An equal mean coverage per terrace is not enough. If the cells attach at the steps, the staircase only moves sideways and the split rods keep their intensity at every coverage; partial attachment at the steps moves the minimum to a later time, and fills it in if the island coverage then varies across the terrace.

\section*{Variation 1: cells stay in the layer where they land}

\emph{Remove all transport between layers. Does the intensity recover after one layer has been deposited?}

Let $\theta_n$ be the coverage of the $n$th new layer, with $\theta_0=1$ for the substrate, and let $\Theta$ be the deposited amount in layers. Layer $n$ grows on the exposed part of layer $n-1$, whose area fraction is $\theta_{n-1}-\theta_n$:
\begin{equation}
\frac{d\theta_n}{d\Theta}=\theta_{n-1}-\theta_n .
\end{equation}
At the anti-Bragg point the amplitude is $B=\langle A\rangle/f=\tfrac12+\sum_{n\ge1}(-1)^n\theta_n$. Differentiate it, and shift the index in the sum that contains $\theta_{n-1}$:
\begin{align}
\frac{dB}{d\Theta}
&=\sum_{n\ge1}(-1)^n\theta_{n-1}-\sum_{n\ge1}(-1)^n\theta_n\nonumber\\
&=-1-2\sum_{n\ge1}(-1)^n\theta_n=-2B .
\end{align}
Since $B=1/2$ at the start, $B=\tfrac12e^{-2\Theta}$ and
\begin{equation}
\frac{I}{I(0)}=e^{-4\Theta}.
\end{equation}
The ratio is 0.135 after half a layer and 0.018 after a full one. There is no zero at half a layer and no recovery at one. Both features in part (c) depend on cells reaching the lowest unfilled layer.

\section*{Variation 2: the new layer sits too high}

\emph{Let the new layer be displaced outward by $sa$, with $s=0.02$, and keep $q=\pi/a$. How deep is the minimum, and does completion restore the intensity?}

The phase factor of the new layer becomes $e^{i\pi(1+s)}=-e^{i\pi s}$, so
\begin{equation}
\frac{I}{I(0)}=4\left|\tfrac12-\theta e^{i\pi s}\right|^2
=1-4\theta\cos\pi s+4\theta^2 .
\end{equation}
Setting the derivative with respect to $\theta$ to zero gives $\theta=\tfrac12\cos\pi s$, slightly below one half, and the minimum is $1-\cos^2\pi s=\sin^2\pi s$. The two amplitudes are no longer opposite in phase, so no coverage can cancel them. This holds for a displacement of the new layer alone. If the top layer of the bare crystal is displaced in the same way and returns to its bulk position once covered, the zero at half coverage and the recovery are exact. At half coverage the ratio is $2-2\cos\pi s=4\sin^2(\pi s/2)=3.9\times10^{-3}$. This exceeds the thermal and absorption residuals found in part (e), but is still below one percent.

At $\theta=1$ the ratio is $5-4\cos\pi s\approx1.008$. The completed layer slightly overshoots the initial intensity for as long as it remains displaced. A complete layer alone therefore does not guarantee full recovery; a finished surface with the same structure as the starting one does.

Numbers in the example were calculated in double precision.
